\section*{Reducing the Breit operator to the Breit–Pauli two-electron terms}

\section*{The problem}

Two electrons interact magnetically through the frequency-independent Breit operator $B=G+R$. With $\mathbf r=\mathbf r_1-\mathbf r_2$ and $r=|\mathbf r|$, its Gaunt and gauge parts are
\begin{equation}
G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r},\qquad
R=\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r}-\frac{(\boldsymbol\alpha_1\cdot\mathbf r)(\boldsymbol\alpha_2\cdot\mathbf r)}{r^3}\right].
\label{breit}
\end{equation}
The task is to find the operator that has the same matrix elements, to order $c^{-2}$, between two-component functions, and to say which part of $B$ each of its terms comes from.

The algebra uses atomic units, so $m=\hbar=e=1$. We write $\mathbf p=-i\nabla$ and $\mathbf s=\boldsymbol\sigma/2$, and sum over repeated Cartesian indices. The states are superpositions of products of positive-energy Dirac orbitals, with momenta small compared with $c$ and enough smoothness for the matrix elements below to exist.

\section*{(a) One electron}

\textit{Express the small component $\chi$ through the large component $\varphi$, and reduce $\alpha_i f(\mathbf r)$ to two-component form for a function $f$.}

\medskip\noindent\textbf{Solution.} With the energy $E$ counted from $c^2$, the lower Dirac equation in a potential $V$ is $c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(2c^2+E-V)\chi$. Where $E$ and $V$ are small compared with $c^2$,
\begin{equation}
\chi=\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\,\varphi+O(c^{-3}).
\label{small}
\end{equation}
The matrix $\alpha_i$ has $\sigma_i$ in its off-diagonal blocks and so connects large with small components:
\begin{equation}
\langle\psi'|\alpha_i f|\psi\rangle=\langle\varphi'|\sigma_i f|\chi\rangle+\langle\chi'|\sigma_i f|\varphi\rangle .
\end{equation}
Inserting (\ref{small}) gives the two-component operator $(1/2c)(\sigma_i f\sigma_kp_k+\sigma_kp_k\sigma_i f)$. We use $\sigma_i\sigma_k=\delta_{ik}+i\varepsilon_{ikl}\sigma_l$; the reversed product has the opposite sign in its second term. Hence
\begin{equation}
\sigma_i f\sigma_kp_k+\sigma_kp_k\sigma_i f=fp_i+p_if+i\varepsilon_{ikl}\sigma_l(fp_k-p_kf).
\end{equation}
Because $fp_k-p_kf=i\partial_kf$, the last term is $-\varepsilon_{ikl}(\partial_kf)\sigma_l=(\boldsymbol\sigma\times\nabla f)_i$. The result is
\begin{equation}
\alpha_if\;\to\;\frac1{2c}\left[\{f,p_i\}+(\boldsymbol\sigma\times\nabla f)_i\right].
\label{one}
\end{equation}
The first term is the convection current, the second the current of the spin magnetization. Normalizing $\varphi$ changes it by a relative amount of order $c^{-2}$, as do the corrections to (\ref{small}). With two matrices $\alpha$ the leading result is already of order $c^{-2}$, so these corrections enter at $c^{-4}$.

\section*{(b) Two electrons}

\textit{Reduce $\alpha_{1i}\alpha_{2j}F_{ij}(\mathbf r)$ for a symmetric tensor $F_{ij}$.}

\medskip\noindent\textbf{Solution.} Apply (\ref{one}) to electron 2 and then to electron 1. In the second application $f$ is replaced by an operator that contains $\mathbf p_2$ and $\boldsymbol\sigma_2$. It commutes with $\boldsymbol\sigma_1$, so the derivation still holds, with $\partial_{1k}f$ read as $i[p_{1k},f]$. This commutator differentiates $F_{ij}$ and leaves $\mathbf p_2$ alone.

Let $\partial_l$ denote a derivative with respect to $r_l$. Then $\partial_{1l}F=\partial_lF$ and $\partial_{2l}F=-\partial_lF$, so each spin current of electron 2 brings a minus sign:
\begin{align}
4c^2\,\alpha_{1i}\alpha_{2j}F_{ij}\to{}&\{p_{1i},\{p_{2j},F_{ij}\}\}
+\{\varepsilon_{ikl}\sigma_{1k}\partial_lF_{ij},p_{2j}\}\nonumber\\
&-\{\varepsilon_{jkl}\sigma_{2k}\partial_lF_{ij},p_{1i}\}
-\varepsilon_{ikl}\varepsilon_{jmn}\sigma_{1k}\sigma_{2m}\partial_l\partial_nF_{ij}.
\label{four}
\end{align}
The four terms couple convection to convection, the spin of each electron to the motion of the other, and spin to spin.

\section*{(c) Spin dependence of the gauge part}

\textit{Which terms of (\ref{four}) survive for $R$?}

\medskip\noindent\textbf{Solution.} From $\partial_jr=r_j/r$ follows
\begin{equation}
\partial_i\partial_jr=\frac{\delta_{ij}}r-\frac{r_ir_j}{r^3},
\end{equation}
so $R=\alpha_{1i}\alpha_{2j}F_{ij}$ with $F_{ij}=\frac12\partial_i\partial_jr$. Every spin term in (\ref{four}) then contains $\varepsilon_{ikl}\partial_l\partial_i$ or $\varepsilon_{jkl}\partial_l\partial_j$, an antisymmetric symbol contracted with symmetric derivatives. All of them vanish, because the curl of a gradient is zero. At this order the gauge part is spin-free, and the spin-dependent terms come from the Gaunt part alone.

\section*{(d) Orbit-orbit terms}

\textit{Evaluate the first term of (\ref{four}) for $G$ and for $R$, including any delta functions, and add the two.}

\medskip\noindent\textbf{Solution.} Write out the two nested expressions:
\begin{align}
\{p_{1i},\{p_{2j},F\}\}&=p_{1i}p_{2j}F+p_{1i}Fp_{2j}+p_{2j}Fp_{1i}+Fp_{2j}p_{1i},\\
[p_{1i},[p_{2j},F]]&=p_{1i}p_{2j}F-p_{1i}Fp_{2j}-p_{2j}Fp_{1i}+Fp_{2j}p_{1i}.
\end{align}
Their difference is $2(p_{1i}Fp_{2j}+p_{2j}Fp_{1i})$. The inner commutator is $[p_{2j},F]=-i\partial_{2j}F=i\partial_jF$, and the outer one gives $[p_{1i},i\partial_jF]=\partial_i\partial_jF$. Therefore
\begin{equation}
\{p_{1i},\{p_{2j},F_{ij}\}\}=2(p_{1i}F_{ij}p_{2j}+p_{2j}F_{ij}p_{1i})+\partial_i\partial_jF_{ij}.
\label{order}
\end{equation}

For the Gaunt part $F_{ij}=-\delta_{ij}/r$, and $\partial_i\partial_jF_{ij}=-\nabla^2r^{-1}=4\pi\delta(\mathbf r)$. Dividing by $4c^2$,
\begin{equation}
G_{oo}=-\frac1{2c^2}\left(\mathbf p_1\cdot\frac1r\mathbf p_2+\mathbf p_2\cdot\frac1r\mathbf p_1\right)+\frac{\pi}{c^2}\delta(\mathbf r).
\label{goo}
\end{equation}
For the gauge part $\partial_i\partial_jF_{ij}=\frac12\nabla^2\nabla^2r=\frac12\nabla^2(2/r)=-4\pi\delta(\mathbf r)$, so
\begin{equation}
R_{oo}=\frac1{4c^2}\left[p_{1i}(\partial_i\partial_jr)p_{2j}+p_{2j}(\partial_i\partial_jr)p_{1i}\right]-\frac{\pi}{c^2}\delta(\mathbf r).
\label{roo}
\end{equation}
The spin-free contact terms cancel in the sum. The tensors add to $-\delta_{ij}/r+\frac12\partial_i\partial_jr=-\frac12D_{ij}$, where
\begin{equation}
D_{ij}=\frac{\delta_{ij}}r+\frac{r_ir_j}{r^3}.
\end{equation}
By (\ref{order}) the sum is $-(1/4c^2)(p_{1i}D_{ij}p_{2j}+p_{2j}D_{ij}p_{1i})$. The divergence of $D$ is
\begin{equation}
\partial_iD_{ij}=-\frac{r_j}{r^3}+\frac{3r_j+r_j}{r^3}-\frac{3r_j}{r^3}=0 .
\end{equation}
No delta function hides at the origin: $D$ grows as $1/r$, so its flux through a small sphere vanishes with the radius. Hence $p_{1i}$ and $p_{2j}$ may be moved through $D_{ij}$, and both orderings are equal:
\begin{equation}
H_{oo}=-\frac1{2c^2}\left[\frac1r\,\mathbf p_1\cdot\mathbf p_2+\frac{\mathbf r\cdot(\mathbf r\cdot\mathbf p_1)\mathbf p_2}{r^3}\right],
\label{hoo}
\end{equation}
with the momenta acting on the wave function and not on $\mathbf r$. For classical electrons with equal momenta it is negative. When they move side by side with momentum $p$, the Gaunt part alone, $-p^2/(c^2r)$, is the magnetic attraction of parallel currents. The gauge part adds $+p^2/(2c^2r)$, which matches the stronger transverse electric field of a moving charge, so $H_{oo}$ gives half the magnetic attraction. If the gauge part is dropped, the delta function in (\ref{goo}) must be kept. Its sign belongs to the ordering used there. Adding the two nested expressions instead of subtracting them puts both momenta on the same side of $1/r$, and the delta term then becomes $-(\pi/c^2)\delta(\mathbf r)$.

\section*{(e) Spin-other-orbit terms}

\textit{Evaluate the second and third terms of (\ref{four}) for $G$ and check the sign against magnetostatics.}

\medskip\noindent\textbf{Solution.} Here $\partial_l(-1/r)=r_l/r^3$, so the second term of (\ref{four}) is $\{(\boldsymbol\sigma_1\times\mathbf r)_i/r^3,p_{2i}\}$. The vector $\boldsymbol\sigma_1\times\mathbf r/r^3$ has zero divergence, since $\varepsilon_{ikl}\partial_i\partial_l r^{-1}=0$. The anticommutator is therefore twice the product with $\mathbf p_2$ on the right, and $(\boldsymbol\sigma_1\times\mathbf r)\cdot\mathbf p_2=\boldsymbol\sigma_1\cdot(\mathbf r\times\mathbf p_2)$. Division by $4c^2$ and $\boldsymbol\sigma_1=2\mathbf s_1$ give the factor $2\cdot2/4=1$. The third term follows in the same way with its minus sign:
\begin{equation}
H_{soo}=\frac1{c^2r^3}\left[\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)-\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)\right].
\label{soo}
\end{equation}
Exchanging the labels reverses $\mathbf r$ and turns one term into the other.

For the check, electron 2 has charge $-1$ and velocity $\mathbf p_2$. At electron 1 it makes the field $\mathbf B=-\mathbf p_2\times\mathbf r/(c^2r^3)$. The moment of electron 1, with $g=2$, is $-\mathbf s_1$, so its energy is $\mathbf s_1\cdot\mathbf B=\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)/(c^2r^3)$, in agreement with (\ref{soo}). The coupling of a spin to its own electron's motion in the field of the other charge comes from the Coulomb repulsion and is not part of $B$.

\section*{(f) Spin-spin and contact terms}

\textit{Evaluate the last term of (\ref{four}) for $G$, with care at $\mathbf r=0$.}

\medskip\noindent\textbf{Solution.} With $F_{ij}=-\delta_{ij}/r$ the two minus signs cancel. Using $\varepsilon_{ikl}\varepsilon_{imn}=\delta_{km}\delta_{ln}-\delta_{kn}\delta_{lm}$, the term becomes
\begin{equation}
\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\nabla^2\frac1r-\sigma_{1k}\sigma_{2m}\,\partial_k\partial_m\frac1r .
\label{ssraw}
\end{equation}
The second derivatives are defined by their action on a smooth function $h$:
\begin{equation}
\int h\,\partial_i\partial_j\frac1r\,d^3r=-\lim_{\epsilon\to0}\int_{r>\epsilon}(\partial_ih)\,\partial_j\frac1r\,d^3r .
\end{equation}
Integrate the right side by parts. The outward normal of the region $r>\epsilon$ on the small sphere is $-\mathbf n$, with $\mathbf n=\mathbf r/r$, and $\partial_jr^{-1}=-n_j/\epsilon^2$ there. The surface integral of $h\,\partial_jr^{-1}$ is thus $h(0)\int n_in_j\,d\Omega=(4\pi/3)\delta_{ij}h(0)$, and it enters with a minus sign:
\begin{equation}
\partial_i\partial_j\frac1r=\frac{3r_ir_j-r^2\delta_{ij}}{r^5}-\frac{4\pi}3\delta_{ij}\delta(\mathbf r),
\label{second}
\end{equation}
where the first term is integrated over angles before the radius. Its trace is $-4\pi\delta(\mathbf r)$, as it must be. In (\ref{ssraw}) the delta functions add to $(-4\pi+4\pi/3)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r)=-(8\pi/3)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r)$. Since $\sigma_{1k}\sigma_{2m}=4s_{1k}s_{2m}$, division by $4c^2$ leaves
\begin{align}
H_{ss}&=\frac1{c^2}\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right],\label{ss}\\
H_c&=-\frac{8\pi}{3c^2}\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r).\label{contact}
\end{align}
The first is the energy of two magnetic dipoles. The second acts where the electrons meet. A triplet has an antisymmetric spatial function, which vanishes there. In a singlet $\mathbf s_1\cdot\mathbf s_2=-3/4$, and $H_c=(2\pi/c^2)\delta(\mathbf r)$ raises the energy.

Thus $B\to H_{oo}+H_{soo}+H_{ss}+H_c$. The numerical check tests this reduction, separately for $G$ and $R$, by integrating the original kernels with explicit Dirac matrices.

\section*{(g) Where the reduction holds}

\textit{How does the error scale, and what happens if $B$ is used beyond first order without projection on positive energies?}

\medskip\noindent\textbf{Solution.} By part (a) the relative error is of order $(p/c)^2$. For free Dirac spinors with one set of momenta near one atomic unit, the program finds an error of $9.5\times10^{-5}$ relative to the full Breit amplitude. Other directions of unit momenta give values from about $4\times10^{-5}$ to $2\times10^{-4}$. Doubling $c$ divides it by 4.00. The expansion becomes poor when the momenta approach $c$, as they do near heavy nuclei.

For the second question, take two electrons at fixed separation and drop their kinetic energy. The matrices $\alpha_{1i}\alpha_{2j}$ flip both electrons between large and small components, so $B$ couples the large-large block, at energy $2c^2$, to the small-small block, at $-2c^2$. With $\mathbf n=\mathbf r/r$ the coupling is
\begin{equation}
b=-\frac1{2r}\left[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2+(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)\right].
\end{equation}
For each eigenvalue of $b$ the upper level is
\begin{equation}
\sqrt{4c^4+b^2}=2c^2+\frac{b^2}{4c^2}+\dots
\end{equation}
In the singlet the bracket is $-3-1=-4$, so $b=2/r$ and the shift is $1/(c^2r^2)$. At 1 angstrom this is $4.06\times10^{-4}$ eV. It is of order $c^{-2}$, like the Breit--Pauli terms themselves, but comes from negative-energy pair states. Between positive-energy states at rest, which have no small components, $B$ gives zero. The model has no kinetic energy, so it shows the order and form of this term, not its value in an atom. It shows that the unprojected operator must not be diagonalized in a two-electron space that includes negative-energy states if the result is to agree with the reduction above.

\section*{(h) A singlet in Gaussian orbitals}

\textit{Both electrons occupy the orbital $\exp(-r_i^2/2d^2)$ with $d=0.5$ angstrom. Find the expectation value of each term.}

\medskip\noindent\textbf{Solution.} This is a chosen uncorrelated model function. With $a=1/(2d^2)$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$,
\begin{equation}
e^{-a(r_1^2+r_2^2)}=e^{-2aR^2}e^{-ar^2/2}.
\end{equation}

The orbit-orbit energy vanishes. For a real orbital $u$ and real $F$, $\langle u|Fp_j+p_jF|u\rangle=-i\int uF\partial_ju+i\int(\partial_ju)Fu=0$: a real orbital carries no convection current. This holds for $G$ and $R$ separately. In (\ref{goo}) the momentum term gives $-3.43\times10^{-4}$ eV and the delta function $+3.43\times10^{-4}$ eV.

The spin-other-orbit energy vanishes because a singlet has $\langle\mathbf s_1\rangle=\langle\mathbf s_2\rangle=0$. The spin-spin energy vanishes because $\langle s_{1i}s_{2j}\rangle=-\delta_{ij}/4$, and $\delta_{ij}-3n_in_j$ has zero trace.

The contact energy remains. The normalized density $(a/\pi)^{3/2}e^{-ar^2}$ gives $\langle\delta(\mathbf r)\rangle=(a/\pi)^{3/2}=0.508$ angstrom$^{-3}$. In these units $1/c^2$ stands for $2.147\times10^{-4}$ eV angstrom$^3$, so
\begin{equation}
\langle H_c\rangle=2\pi\times0.508\times2.147\times10^{-4}\ \text{eV}=6.85\times10^{-4}\ \text{eV}.
\end{equation}

\section*{(i) The triplet levels}

\textit{One electron is moved to the $p$ orbital with the same exponent. Find the Breit energies of the triplet levels $J=0,1,2$.}

\medskip\noindent\textbf{Solution.} The antisymmetric spatial functions are $r_k\,e^{-2aR^2}e^{-ar^2/2}$, with one unit of relative angular momentum $\mathbf l=\mathbf r\times\mathbf p$. Define $I_n=\int_0^\infty r^ne^{-ar^2}dr$. Then $I_1=1/(2a)$, $I_3=1/(2a^2)$, $I_5=1/a^3$ and $I_4=3\sqrt\pi/(8a^{5/2})$. All energies are multiples of
\begin{equation}
A=\frac{\langle r^{-3}\rangle}{c^2}=\frac{I_1}{c^2I_4}=\frac{4a^{3/2}}{3\sqrt\pi\,c^2}.
\end{equation}
With $\langle r^{-3}\rangle=2.128$ angstrom$^{-3}$, $A=2.128\times2.147\times10^{-4}$ eV $=4.57\times10^{-4}$ eV.

\textit{Orbit-orbit.} Put $\mathbf p_1=\mathbf P/2+\mathbf p$ and $\mathbf p_2=\mathbf P/2-\mathbf p$, where $\mathbf P$ belongs to $\mathbf R$ and $\mathbf p$ to $\mathbf r$. The cross terms cancel because $D_{ij}$ is symmetric, so $D_{ij}p_{1i}p_{2j}=D_{ij}(P_iP_j/4-p_ip_j)$. The factor $e^{-2aR^2}$ has $\langle P_iP_j\rangle=2a\delta_{ij}$, and $D_{ii}=4/r$. The first part is thus $2a\langle1/r\rangle=2aI_3/I_4=1/(aI_4)$.

In the second part, $D_{ij}p_ip_j=p_iD_{ij}p_j$. Rotational invariance allows an average over $k$, and $\partial_i(r_ke^{-ar^2/2})=(\delta_{ik}-ar_ir_k)e^{-ar^2/2}$. Summing over $k$ and using $r_ir_jD_{ij}=2r$,
\begin{equation}
(\delta_{ij}-2ar_ir_j+a^2r^2r_ir_j)D_{ij}=\frac4r-4ar+2a^2r^3 .
\end{equation}
Its expectation value is $(4I_1-4aI_3+2a^2I_5)/I_4=2/(aI_4)$. The difference of the parts is $-1/(aI_4)=-2I_1/I_4$, and the prefactor $-1/(2c^2)$ turns it into $\langle H_{oo}\rangle=A$. The program gives $6.85\times10^{-4}$ eV from $G$ and $-2.28\times10^{-4}$ eV from $R$, so here the gauge part removes a third of the Gaunt value.

\textit{Spin-other-orbit.} Since $\mathbf r\times\mathbf p_2=\mathbf r\times\mathbf P/2-\mathbf l$ and $\mathbf r\times\mathbf p_1=\mathbf r\times\mathbf P/2+\mathbf l$, and $\langle\mathbf P\rangle=0$, what remains is $-\mathbf S\cdot\mathbf l/(c^2r^3)$ with $\mathbf S=\mathbf s_1+\mathbf s_2$. For $S=l=1$, $\mathbf S\cdot\mathbf l=[J(J+1)-4]/2=-2,-1,1$. The energies are $2A$, $A$, $-A$ for $J=0,1,2$.

\textit{Spin-spin.} From $\mathbf S^2=\frac32+2\mathbf s_1\cdot\mathbf s_2$ and $(\mathbf S\cdot\mathbf n)^2=\frac12+2(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)$, the angular factor of (\ref{ss}) is $\frac12[\mathbf S^2-3(\mathbf S\cdot\mathbf n)^2]$. Use triplet spin functions $t_l$ with $S_kt_l=i\varepsilon_{klm}t_m$, so that $\mathbf S\cdot\mathbf n$ takes a spin vector $\mathbf v$ to $i\mathbf n\times\mathbf v$.
\begin{itemize}
\item $J=0$ is $r_kt_k$, with $\mathbf v$ along $\mathbf n$. Then $\mathbf S\cdot\mathbf n=0$ and the factor is $1$.
\item $J=1$ is built from $\varepsilon_{ijk}r_jt_k$, with $\mathbf v$ perpendicular to $\mathbf n$. Then $(\mathbf S\cdot\mathbf n)^2=1$ and the factor is $-1/2$.
\item $J=2$ follows from the zero spin trace of the operator: $1-3/2+5x=0$, so $x=1/10$.
\end{itemize}

The contact term vanishes, and the totals are
\begin{align}
J=0:&\quad A+2A+A=4A=1.83\times10^{-3}\ \text{eV},\\
J=1:&\quad A+A-\tfrac12A=\tfrac32A=6.85\times10^{-4}\ \text{eV},\\
J=2:&\quad A-A+\tfrac1{10}A=\tfrac1{10}A=4.57\times10^{-5}\ \text{eV}.
\end{align}
The interval between $J=0$ and $J=2$ is $3.9A=1.78\times10^{-3}$ eV, or 14.4 cm$^{-1}$. It is the first-order Breit contribution in this model. The term $(\mathbf s_1-\mathbf s_2)\cdot(\mathbf r\times\mathbf P)/(2c^2r^3)$ has no elements within the triplet, but it couples $J=1$ to the singlet $P$ level with strength $A/\sqrt2$. Against the Coulomb exchange gap of 7.7 eV this shifts the level by only about $3\times10^{-5}A$. A full fine structure also needs the spin-orbit terms of the external potential and of the Coulomb repulsion.

\section*{Numbers as computed}
\begin{verbatim}
speed of light: 137.035999 atomic units
orbital length d: 0.500 angstrom
energy factor 1/c^2: 2.14726e-04 eV angstrom^3
singlet <delta(r)>: 0.50795 angstrom^-3
triplet <r^-3>: 2.12769 angstrom^-3
energy unit A = <r^-3>/c^2: 4.56871e-04 eV
singlet: orbit-orbit from Gaunt 0.00000e+00 eV
singlet: orbit-orbit from gauge 0.00000e+00 eV
singlet: orbit-orbit sum 0.00000e+00 eV
singlet: spin-other-orbit 0.00000e+00 eV
singlet: spin-spin 0.00000e+00 eV
singlet: contact 6.85306e-04 eV
singlet: reduced total 6.85306e-04 eV
singlet: four-component total 6.85306e-04 eV
triplet J=0: orbit-orbit from Gaunt 6.85306e-04 eV
triplet J=0: orbit-orbit from gauge -2.28435e-04 eV
triplet J=0: orbit-orbit sum 4.56871e-04 eV
triplet J=0: spin-other-orbit 9.13742e-04 eV
triplet J=0: spin-spin 4.56871e-04 eV
triplet J=0: contact 0.00000e+00 eV
triplet J=0: reduced total 1.82748e-03 eV
triplet J=0: four-component total 1.82748e-03 eV
triplet J=1: orbit-orbit from Gaunt 6.85306e-04 eV
triplet J=1: orbit-orbit from gauge -2.28435e-04 eV
triplet J=1: orbit-orbit sum 4.56871e-04 eV
triplet J=1: spin-other-orbit 4.56871e-04 eV
triplet J=1: spin-spin -2.28435e-04 eV
triplet J=1: contact 0.00000e+00 eV
triplet J=1: reduced total 6.85306e-04 eV
triplet J=1: four-component total 6.85306e-04 eV
triplet J=2: orbit-orbit from Gaunt 6.85306e-04 eV
triplet J=2: orbit-orbit from gauge -2.28435e-04 eV
triplet J=2: orbit-orbit sum 4.56871e-04 eV
triplet J=2: spin-other-orbit -4.56871e-04 eV
triplet J=2: spin-spin 4.56871e-05 eV
triplet J=2: contact 0.00000e+00 eV
triplet J=2: reduced total 4.56871e-05 eV
triplet J=2: four-component total 4.56871e-05 eV
singlet, ordered Gaunt momentum term: -3.42653e-04 eV
singlet, spin-free Gaunt contact: 3.42653e-04 eV
interval J=0 minus J=2: 1.78180e-03 eV
same interval: 14.3712 cm^-1
largest relative mismatch, random states: 2.0e-15
free-spinor relative error at c: 9.527e-05
free-spinor relative error at 2c: 2.382e-05
ratio of these errors: 4.0000
spurious singlet pair shift at 1 angstrom: 4.058e-04 eV
\end{verbatim}
